\section*{Where the image plane of a Thomas-Fermi electron sheet lies}

\section{The objection and the model}

\textbf{Q.} A charge sits in vacuum above a sheet of electrons that has no thickness. All the induced charge must lie in the sheet. Surely the image plane is then the sheet itself?

\textbf{A.} It would be if the sheet were a perfect conductor, with zero potential everywhere in its plane. An electron sheet with a finite density of states does not meet that condition. To see what follows, we need a definite model.

The sheet fills the plane $z=0$, is infinite, and has vacuum on both sides. A fixed background makes it neutral before the external charge arrives. A static point charge $q$ stands at height $d>0$ above the origin. I use Hartree atomic units, so an electron has charge $-1$. The sheet is grounded, which means that its electrochemical potential is fixed.

Let $\phi$ be the total electrostatic potential, $\delta n$ the change of electron density per area, and $D$ the number of states per area and energy. Adding $\delta n$ raises the local filling level by $\delta n/D$, while the potential changes an electron's energy by $-\phi$. In equilibrium the sum does not change:
\begin{equation}
\frac{\delta n}{D}-\phi=0,\qquad \sigma=-\delta n=-D\phi(z=0).
\label{local}
\end{equation}
Here $\sigma$ is the induced charge density. This local relation is the Thomas-Fermi approximation.

\textbf{Q.} What is $D$ for ordinary electrons, and does the relation require a small disturbance?

\textbf{A.} For a parabolic band of mass $m$ with two spins, the occupied disc of radius $k_F$ gives
\begin{equation}
n=2\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{2\pi},\qquad
E_F=\frac{k_F^2}{2m}=\frac{\pi n}{m},\qquad D=\frac{dn}{dE_F}=\frac{m}{\pi}.
\end{equation}
Because $D$ does not depend on energy, \eqref{local} is linear at zero temperature even for a finite change of density. It fails where a repelling charge would have to remove more electrons than are present.

\section{Response of the sheet}

\textbf{Q.} The induced charge changes the potential that induces it. How is that loop closed?

\textbf{A.} By a Fourier transform in the plane, with wavevector of length $k$. Away from its source, the potential of a unit point charge at height zero obeys Laplace's equation, so its transform is $f e^{-k|z|}$. Its slope must jump by $-4\pi$ across $z=0$, hence $-2kf=-4\pi$ and $f=2\pi/k$. Transforming back gives an identity we shall need, valid for $Z>0$:
\begin{equation}
\int_0^\infty dk\,J_0(k\rho)e^{-kZ}=\frac{1}{\sqrt{\rho^2+Z^2}} .
\label{identity}
\end{equation}
In the sheet, the external and induced charges together produce
\begin{equation}
\phi_k=\frac{2\pi}{k}\left(qe^{-kd}+\sigma_k\right).
\end{equation}
Insert $\sigma_k=-D\phi_k$ and define $q_s=2\pi D$:
\begin{equation}
\sigma_k\left(1+\frac{q_s}{k}\right)=-\frac{q_s}{k}\,qe^{-kd}
\quad\Longrightarrow\quad
\sigma_k=-qe^{-kd}\frac{q_s}{k+q_s}.
\label{sigma}
\end{equation}
At $k=0$ this is $-q$, so the total induced charge is the full mirror charge. Short waves, with $k$ comparable to $q_s$ or larger, are screened less well.

The induced potential at any height is
\begin{equation}
\phi_{\rm ind}(\rho,z)=-q\int_0^\infty dk\,J_0(k\rho)
e^{-k(d+|z|)}\frac{q_s}{k+q_s}.
\label{phi}
\end{equation}

\section{Reading the plane from the energy}

\textbf{Q.} Then find the plane. Should the energy be $q\phi_{\rm ind}$ at the charge?

\textbf{A.} Half of that. If the charge is built up from zero to $q$, the induced potential grows in proportion, and the work of charging against it is $\int_0^q q'(\phi_{\rm ind}/q)\,dq'=q\phi_{\rm ind}/2$. Thus
\begin{equation}
U=-\frac{q^2}{2}\int_0^\infty dk\,e^{-2kd}\frac{q_s}{k+q_s}
=-\frac{q^2q_s}{2}e^{y}E_1(y),\qquad y=2q_sd.
\label{U}
\end{equation}
The last form follows from the substitution $t=k+q_s$, with $E_1(y)=\int_y^\infty e^{-s}ds/s$.

For a distant charge the exponential admits only $k$ up to about $1/(2d)$, which is small beside $q_s$. Use
\begin{equation}
\frac{1}{1+k/q_s}=1-\frac{k}{q_s}+\frac{(k/q_s)^2}{1+k/q_s}.
\end{equation}
The last term is positive and less than $(k/q_s)^2$. The integrals of $1$, $k$ and $k^2$ with weight $e^{-2kd}$ are $1/(2d)$, $1/(4d^2)$ and $1/(4d^3)$. Multiplying \eqref{U} by $-4d/q^2$ therefore gives
\begin{equation}
1-\frac{1}{2q_sd}<\frac{4d|U|}{q^2}<1-\frac{1}{2q_sd}+\frac{1}{2q_s^2d^2}.
\label{bounds}
\end{equation}
A perfect mirror at $z=-\delta$ is a distance $d+\delta$ from the charge and would give
\begin{equation}
U=-\frac{q^2}{4(d+\delta)}=-\frac{q^2}{4d}\left(1-\frac{\delta}{d}+\frac{\delta^2}{d^2}-\dots\right).
\end{equation}
The first corrections agree if
\begin{equation}
\boxed{\;\delta=\frac{1}{2q_s}=\frac{1}{4\pi D}\;}
\label{delta}
\end{equation}
Since $\delta$ is positive, the plane lies behind the sheet, on the side away from the charge.

\textbf{Q.} You matched one term. Is the interaction really that of a shifted mirror?

\textbf{A.} Not beyond that term. With $x=\delta/d$, the next term of \eqref{U} makes $4d|U|/q^2=1-x+2x^2+\dots$, whereas the shifted mirror has $1-x+x^2$. If we nevertheless define an offset at each height by $\delta_U=q^2/(4|U|)-d$, then
\begin{equation}
\delta_U=d\left[\frac{1}{1-x+2x^2+\dots}-1\right]
=d\,(x-x^2+\dots)=\delta\left(1-\frac{\delta}{d}+\dots\right).
\end{equation}
The attractive force gives a slightly different reading:
\begin{equation}
F=\frac{dU}{dd}=\frac{q^2}{4d^2}(1-2x+6x^2-\dots).
\end{equation}
Setting this equal to $q^2/[4(d+\delta_F)^2]$, we find
\begin{equation}
d+\delta_F=d\,(1-2x+6x^2)^{-1/2}=d\left(1+x-\tfrac32x^2+\dots\right),
\end{equation}
so $\delta_F=\delta(1-3\delta/2d+\dots)$. The two readings differ at finite height and reach the common value $\delta$ only in the limit of large $d$, which is why the plane is defined for a distant charge.

\textbf{Q.} What happens in the opposite limit?

\textbf{A.} For $y\ll1$, $E_1(y)\simeq-\ln y-\gamma$, with $\gamma$ Euler's constant. The energy becomes $-(q^2q_s/2)[\ln(1/2q_sd)-\gamma]$. This is logarithmic in $d$, so no fixed mirror plane describes it. For the local response to hold there as well, $d$ must still be large compared with $1/k_F$, which requires $q_s\ll k_F$. The worked case below has $q_s\approx1.5\,k_F$ and never enters this regime.

\section{Where the image charge is, and why}

\textbf{Q.} I have also seen the length $1/q_s$ appear as a shift. Is a factor of two missing?

\textbf{A.} That is the shift of the image charge, not of the plane. For small $k/q_s$, $q_s/(k+q_s)=e^{-k/q_s}+O(k^2/q_s^2)$. With \eqref{phi} and \eqref{identity}, the far potential on the charge's side is
\begin{equation}
\phi_{\rm ind}\simeq-\frac{q}{\sqrt{\rho^2+(z+d+1/q_s)^2}},\qquad z>0.
\end{equation}
The image charge $-q$ is at $z=-(d+1/q_s)$. The mirror plane is halfway between it and the real charge:
\begin{equation}
\frac12\left[d-\left(d+\frac1{q_s}\right)\right]=-\frac{1}{2q_s}=-\delta.
\end{equation}

\textbf{Q.} The induced charge is still at $z=0$. What physically puts the plane elsewhere?

\textbf{A.} The potential in the sheet is not zero. By \eqref{local} it is $-\sigma/D$, the price of filling or emptying states. For a distant charge, $q_sd\gg1$, nearly all the normal field is on the front side, where $E_z\simeq4\pi\sigma$. Slow variation of $\sigma$ alone is not enough: far out in the plane the normal field behind the sheet is a fraction $1/(1+2q_sd)$ of that in front. Close to the sheet,
\begin{equation}
\phi(z)\simeq-\frac{\sigma}{D}-4\pi\sigma z .
\end{equation}
Continued behind the sheet, this line reaches zero at $z=-1/(4\pi D)=-\delta$. The charge in front sees a field that appears to end on a grounded plane there.

A capacitor shows the same length. If a metal plate stands at height $d$, the voltage per unit charge density is
\begin{equation}
4\pi d+\frac1D=4\pi(d+\delta).
\label{cap}
\end{equation}
The term $1/D$ is the inverse quantum capacitance per area.

\textbf{Q.} Can that price be turned into the energy correction without the Fourier formula?

\textbf{A.} Yes. The equilibrium charge minimises
\begin{equation}
\Omega[\sigma]=\int\!\sigma\phi_{\rm ext}\,d^2r
+\frac12\iint\frac{\sigma(\mathbf r)\sigma(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^2r\,d^2r'
+\int\frac{\sigma^2}{2D}\,d^2r ,
\label{functional}
\end{equation}
where $\phi_{\rm ext}$ is the potential of the external charge. Its variation gives $\phi+\sigma/D=0$, which is \eqref{local}. For large $D$ the last term is a small addition. Because the first two terms are stationary at the perfect-mirror density $\sigma_0$, the energy changes to first order by the last term evaluated at $\sigma_0$. That density is
\begin{equation}
\sigma_0=-\frac{qd}{2\pi(\rho^2+d^2)^{3/2}},
\end{equation}
and therefore
\begin{equation}
\int\frac{\sigma_0^2}{2D}d^2r=\frac{q^2d^2}{4\pi D}\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+d^2)^3}
=\frac{q^2d^2}{4\pi D}\,\frac{1}{4d^4}=\frac{q^2}{8q_sd^2}.
\end{equation}
Added to $-q^2/(4d)$, this reproduces the first correction in \eqref{bounds}. The weaker attraction is the cost of rearranging the electrons.

\textbf{Q.} Does the sheet hide the charge from an observer behind it?

\textbf{A.} Not completely. For $z<0$ the direct and induced potentials add to
\begin{equation}
\phi=q\int_0^\infty dk\,J_0(k\rho)e^{-kZ}\frac{k}{k+q_s}
\simeq\frac{q}{q_s}\frac{Z}{(\rho^2+Z^2)^{3/2}},\quad Z=d+|z|.
\end{equation}
The last step replaces $k+q_s$ by $q_s$ and takes $-\partial/\partial Z$ of \eqref{identity}. It needs $q_sZ\gg1$; on the axis the first relative correction is $-2/(q_sZ)$. In that range what leaks through is a dipole field, so the image plane describes the front side alone.

\section{A worked case}

\textbf{Q.} How large is the effect in numbers?

\textbf{A.} Take a model sheet with $m=0.1$, $n=0.003$ bohr$^{-2}$, and a unit charge at $d=50$ bohr. Then $D=0.1/\pi=0.0318$, $q_s=2m=0.2$ bohr$^{-1}$, and
\begin{equation}
\delta=\frac{1}{2\times0.2}=2.5\ {\rm bohr}=0.13\ {\rm nm}.
\end{equation}
The image charge is 5 bohr deeper than the mirror point. A mirror at the sheet would give $-1/200=-0.00500$ hartree. The shifted plane gives $-1/(4\times52.5)=-0.00476$ hartree, and \eqref{U} gives $-0.00477$ hartree, or $-0.130$ eV. Relative to \eqref{U}, the unshifted mirror is wrong by 4.8\% and the shifted one by 0.2\%.

The offset read at a finite height approaches its limit as follows, in bohr:
\begin{center}
\begin{tabular}{rcc}
$d$ & from energy & from force\\
10 & 2.12 & 1.97\\
50 & 2.39 & 2.34\\
200 & 2.47 & 2.46\\
1000 & 2.49 & 2.49
\end{tabular}
\end{center}
At 50 bohr the expansions predict $2.5(1-0.05)=2.38$ and $2.5(1-0.075)=2.31$. At 10 bohr, where $x=0.25$, they are no longer accurate. That row is also at the edge of the local model: $k_Fd$ is only 1.4, the peak induced density is 29\% of $n$, and the nonlocal response of the last section raises the force reading from 1.97 to 2.00.

\textbf{Q.} These values all come from the same response formula. Was it tested separately?

\textbf{A.} The functional \eqref{functional} was minimised in real space over four trial densities, each shaped like $\sigma_0$ but with its own depth, and with the integrals done by quadrature. At heights of 10, 50 and 200 bohr the minimum agreed with \eqref{U} to within one part in $10^5$.

The same solution at $d=200$ bohr tests the potentials. At $\rho=100$, $z=150$ bohr, the shifted image charge misses the induced potential by 0.016\%, and an unshifted one by 1.3\%. On the axis 200 bohr behind the sheet, the total potential is $3.05\times10^{-5}$ atomic units, against $1/(0.2\times400^2)=3.13\times10^{-5}$ from the dipole law. The numerical output lists these values.

\section{How far the sheet can be trusted}

\textbf{Q.} Real electrons do not respond locally at short wavelengths. Does that move the plane?

\textbf{A.} Not for free electrons at zero temperature. Their static response, before the Coulomb interaction is included, is the principal value
\begin{equation}
\chi(k)=4\int_{p<k_F}\frac{d^2p}{(2\pi)^2}\,\frac{2m}{k^2+2pk\cos\theta}.
\end{equation}
With $t=\tan(\theta/2)$, the angular integral is $2\int dt/[(k^2+2pk)+(k^2-2pk)t^2]$ over all $t$. For $2p<k$ it is $2\pi/(k\sqrt{k^2-4p^2})$. For $2p>k$ it has the form $\int dt/(c^2-t^2)$, whose antiderivative $\ln|(c+t)/(c-t)|/2c$ vanishes at both ends, so its principal value is zero. When $k<2k_F$, the remaining integral stops at $p=k/2$:
\begin{equation}
\chi=\frac{4m}{\pi k}\int_0^{k/2}\frac{p\,dp}{\sqrt{k^2-4p^2}}
=\frac{4m}{\pi k}\,\frac{k}{4}=\frac{m}{\pi}=D .
\end{equation}
Deviations begin at $k=2k_F$, where the weight in \eqref{U} is $e^{-4k_Fd}$. With $k_F=0.137$ bohr$^{-1}$ and $d=50$ bohr, they change the energy by about $4\times10^{-16}$ hartree.

\textbf{Q.} And depletion or temperature?

\textbf{A.} By \eqref{sigma} the peak induced density is below $|q|/(2\pi d^2)$. In the example it is 1.8\% of $n$, so a repelling unit charge is far from emptying the sheet. At temperature $T$, $n=Dk_BT\ln(1+e^{\mu/k_BT})$. Differentiating, and using $n=DE_F$ to eliminate $\mu$,
\begin{equation}
\frac{dn}{d\mu}=\frac{D}{1+e^{-\mu/k_BT}}=D\left(1-e^{-E_F/k_BT}\right).
\end{equation}
For $E_F=0.094$ hartree at 300 K, the loss is negligible.

\textbf{Q.} So 2.5 bohr is a prediction for a real layer?

\textbf{A.} No. Two neglected effects each take away a sizeable part of $\delta$, in this example nearly half and about a sixth. The first is exchange. At long wavelength $1/D$ stands for $d\mu/dn$, so $\delta=(d\mu/dn)/4\pi$. In the Hartree-Fock approximation an electron at the Fermi circle gains the exchange energy
\begin{equation}
-\int_{p<k_F}\frac{d^2p}{(2\pi)^2}\frac{2\pi}{|\mathbf p-\mathbf k_F|}
=-\frac1{2\pi}\int_{-\pi/2}^{\pi/2}2k_F\cos\theta\,d\theta=-\frac{2k_F}{\pi},
\end{equation}
where polar coordinates are centred on the Fermi point. Since $dk_F/dn=\pi/k_F$,
\begin{equation}
\frac{d\mu}{dn}=\frac{\pi}{m}-\frac{2}{k_F},\qquad
\delta=\frac{1}{4m}-\frac{1}{2\pi k_F}.
\end{equation}
Here the second term is $-1.16$ bohr. It grows as the density falls. For $k_F<2m/\pi$, which for this mass means $n$ below $2.3\times10^{13}$ cm$^{-2}$, this $\delta$ is negative and the plane lies in front of the sheet. The positive sign of \eqref{delta} belongs to the Thomas-Fermi model.

The second effect is thickness. Let the charge keep a fixed symmetric profile $p(z)$ of unit area, centred on $z=0$. Averaging the potentials over it brings in $A=\int p\,e^{kz}dz$ and $G=\iint p(z)p(z')e^{-k|z-z'|}dz\,dz'$. Repeating the steps to \eqref{sigma} gives $\sigma_k=-qe^{-kd}Aq_s/(k+q_sG)$. The potential in front acquires another factor $A$, so $q_s/(k+q_s)$ in \eqref{phi} becomes
\begin{equation}
\frac{A^2q_s}{k+q_sG}\simeq1-k\left(\frac1{q_s}-\ell\right),
\qquad \ell=\langle|z-z'|\rangle,
\end{equation}
because $A=1+O(k^2)$ and $G\simeq1-k\ell$. The factor for a mirror at $-\delta$ is $1-2k\delta$ to this order, so thickness shifts $\delta$ by $-\ell/2$. For a cosine-squared profile 4 bohr wide, $\ell=0.827$ bohr and the shift is $-0.41$ bohr.

Simply added, the two shifts leave $2.50-1.16-0.41=0.93$ bohr. This sum is a measure of sensitivity, not a better prediction, because the two shifts are not independent. Thickness also softens the exchange interaction, $2\pi/k\to2\pi G/k\simeq2\pi/k-2\pi\ell$. Since exchange acts among the $n/2$ electrons of one spin, this adds $\pi\ell$ to $d\mu/dn$ and $\ell/4=0.21$ bohr to $\delta$. With the full $G$ the addition is 0.18 bohr, and the Hartree-Fock offset of the thick layer is 1.11 bohr. Correlation and the polarisation of the layer across its thickness are also missing; in this example each is of the order of 0.05 bohr or less.

\textbf{Q.} How does this model compare with an electron layer in a device?

\textbf{A.} Its density is roughly $10^{14}$ cm$^{-2}$, well above the rough range $10^{12}$ to $10^{13}$ cm$^{-2}$ of semiconductor inversion layers. Such layers also break the assumption of vacuum on both sides. If the medium between charge and sheet has permittivity $\varepsilon$, the first term of \eqref{cap} becomes $4\pi d/\varepsilon$, and the offset becomes $\varepsilon/(4\pi D)$. With $D$ fixed and $\varepsilon=10$, that is 25 bohr instead of 2.5. This shows the scaling only and is not an estimate for an inversion layer. For $m=0.1$ and $n=10^{12}$ cm$^{-2}$, $E_F$ is about $k_BT$ at 300 K and $dn/d\mu$ drops to $0.6D$. For a sheet without thickness and $\varepsilon=10$ on both sides, the zero-temperature exchange term is $-12$ bohr (it is $-22$ bohr with vacuum behind), and a unit charge at 50 bohr induces a peak density of $0.9n$, or $0.7n$ with the reduced $dn/d\mu$. An inversion layer is also thick and one-sided. A variational profile $z^2e^{-bz}$ for this mass, density and permittivity, without depletion charge, weakens the exchange term to about $-4$ bohr. Its thickness shift is about $-40$ bohr from the centroid of the charge, but about $+85$ bohr from the interface, because the centroid lies behind the interface. For fixed $D$, a dielectric behind the sheet alone leaves the leading offset unchanged, because the capacitor has no field there. It does slow the approach to the limit: with permittivity 10 behind the sheet, the energy reading at $d=50$ bohr is 1.76 bohr instead of 2.39. The half-inverse wavevector is thus the distant limit for an ideal Thomas-Fermi sheet; a real layer needs its own compressibility, profile and surroundings.

\section*{Table of computed values}
\begin{verbatim}
band mass: 0.10 electron masses
sheet density: 0.0030 bohr^-2
height of unit charge: 50.0 bohr
density of states: 0.03183 Ha^-1 bohr^-2
density of states, counted: 0.03183 Ha^-1 bohr^-2
screening wavevector q_s: 0.2000 bohr^-1
image-plane offset delta: 2.5000 bohr
image-plane offset delta: 0.1323 nm
extra depth of image charge: 5.0000 bohr
energy, ideal mirror at sheet: -0.0050000 Ha
energy, shifted image plane: -0.0047619 Ha
energy, Thomas-Fermi formula: -0.0047719 Ha
energy, minimisation: -0.0047719 Ha
energy, Thomas-Fermi formula: -0.12985 eV
attractive force: 9.1258e-05 Ha/bohr
d = 10 bohr: offset from energy 2.1156 bohr, from force 1.9654 bohr
d = 50 bohr: offset from energy 2.3905 bohr, from force 2.3400 bohr
d = 200 bohr: offset from energy 2.4699 bohr, from force 2.4551 bohr
d = 1000 bohr: offset from energy 2.4938 bohr, from force 2.4907 bohr
induced charge, d = 200 bohr: -1.00000 e
front test point: rho = 100, z = 150 bohr
relative error, shifted image: 1.60e-04
relative error, unshifted image: 1.31e-02
rear test point: rho = 0, z = -200 bohr
potential behind sheet: 3.0497e-05 Ha/e
leading dipole law there: 3.1250e-05 Ha/e
mirror-charge cost, d = 1000 bohr: 6.2500e-07 Ha
Fermi wavevector: 0.1373 bohr^-1
Fermi energy: 0.0942 Ha
peak induced density / sheet density: 0.0179
Lindhard change of energy: 3.74e-16 Ha
temperature: 300 K
thermal loss of compressibility: 8.2e-44 (relative)
exchange shift of offset: -1.1592 bohr
profile width: 4.0 bohr
mean separation in profile: 0.8267 bohr
thickness shift of offset: -0.4134 bohr
offset with both shifts added: 0.9274 bohr
\end{verbatim}
